# Rotation Characters, Cubic Invariants and Ligand-Field Levels

## 1. The three functions of degree one

On the unit sphere, with $\mathbf n=(x,y,z)$, take the functions $x$, $y$, $z$. A rotation $R$ acts on a function by carrying its pattern along:

$$(Rf)(\mathbf n)=f(R^{-1}\mathbf n). \tag{1}$$

For a rotation by $a$ about the $z$ axis, $R^{-1}\mathbf n=(x\cos a+y\sin a,\,-x\sin a+y\cos a,\,z)$. Hence

$$Rx=x\cos a+y\sin a,\quad Ry=-x\sin a+y\cos a,\quad Rz=z. \tag{2}$$

The trace of this action, called its character, is $1+2\cos a$.

No nonzero combination $\mathbf b\cdot\mathbf n$ is unchanged by every rotation of a cube. A quarter turn about $z$ would require $\mathbf b$ to lie along $z$, and a quarter turn about $x$ would require it to lie along $x$. A cubic environment therefore has no invariant of degree one. For higher degrees, characters replace this inspection by arithmetic.

## 2. The character for degree $l$

The spherical harmonics $Y_{lm}$, $m=-l,\dots,l$, are the values on the unit sphere of the homogeneous polynomials of degree $l$ that satisfy Laplace's equation. A rotation replaces the coordinates by linear combinations of themselves and leaves the Laplacian unchanged, so it maps this $(2l+1)$-dimensional space into itself.

Since $Y_{lm}$ depends on azimuth as $e^{im\varphi}$, and (1) replaces $\varphi$ by $\varphi-a$,

$$R_z(a)Y_{lm}=e^{-ima}Y_{lm},\qquad \chi_l(a)=\sum_{m=-l}^{l}e^{-ima}. \tag{3}$$

A rotation by $a$ about another axis is $SR_z(a)S^{-1}$, where $S$ turns $z$ into that axis. The trace is unchanged by this conjugation, so $\chi_l$ depends on the angle alone.

To sum (3), multiply by $2i\sin(a/2)=e^{ia/2}-e^{-ia/2}$:

$$\begin{aligned}
2i\sin\tfrac a2\,\chi_l(a)&=\sum_{m=-l}^{l}\left[e^{-i(m-1/2)a}-e^{-i(m+1/2)a}\right]\\
&=e^{i(l+1/2)a}-e^{-i(l+1/2)a}=2i\sin\left[(l+\tfrac12)a\right].
\end{aligned}$$

The second term for each $m$ cancels the first term for $m+1$, which leaves the two ends. Therefore

$$\boxed{\chi_l(a)=\frac{\sin[(l+\frac12)a]}{\sin(a/2)}},\qquad \chi_l(0)=2l+1. \tag{4}$$

The value at $a=0$ is the limit of the ratio, and equals the number of functions. For $l=1$, $\sin(3a/2)/\sin(a/2)=3-4\sin^2(a/2)=1+2\cos a$, as in Section 1.

Here $l$ is an integer and spin is left out. If $l$ is replaced by a half-integer $j$, adding $2\pi$ to $a$ multiplies (4) by $(-1)^{2j}=-1$. The character is then no longer a function of the rotation itself, and the reduction below does not apply.

The angles needed for a cube give

$$\begin{aligned}
c_l&=\chi_l(120^\circ)=1,0,-1,\dots &&\text{(period 3)},\\
s_l&=\chi_l(180^\circ)=(-1)^l,\\
q_l&=\chi_l(90^\circ)=1,1,-1,-1,\dots &&\text{(period 4)},
\end{aligned} \tag{5}$$

with each list starting at $l=0$. The periods follow because the numerator of (4) repeats when $la$ grows by $2\pi$.

## 3. Counting with characters

The group $O$ consists of the 24 proper rotations of a cube. Let $D(R)$ be its matrices in some representation, taken unitary, and define

$$P=\frac1{24}\sum_R D(R). \tag{6}$$

For any $S$ in the group, $D(S)P=P$, because $SR$ runs through the whole group when $R$ does. Every vector $Pv$ is thus invariant, and $P$ leaves each invariant vector alone. So $P$ is a projector onto the invariants, and its trace is their number:

$$n_{\rm inv}=\frac1{24}\sum_R\chi(R). \tag{7}$$

The same result counts irreducible parts. Let $U$ and $V$ be two representations, and let $R$ act on linear maps $M$ from $U$ to $V$ by $M\to D_V(R)MD_U(R)^{-1}$. The coefficient of $M_{ij}$ in its own image is $[D_V(R)]_{ii}[D_U(R)^{-1}]_{jj}$, so the trace of this action is $\chi_V(R)\chi_U(R^{-1})$. In $O$, $R^{-1}$ is conjugate to $R$. The identity and the half turns are their own inverses, and the axis of every other element is reversed by a half turn in $O$ about a perpendicular axis. Hence $\chi_U(R^{-1})=\chi_U(R)$. By (7), the number of independent maps that commute with the group is

$$\frac1{24}\sum_R\chi_V(R)\chi_U(R). \tag{8}$$

Suppose $U$ and $V$ are irreducible. The kernel and image of a commuting map are invariant subspaces, so the map is zero or invertible. It is zero if $U$ and $V$ are inequivalent. If $U=V$ and $\lambda$ is an eigenvalue of $M$, then $M-\lambda$ commutes with the group and is not invertible, so $M=\lambda$. This is Schur's lemma. The sum (8) is then 0 or 1.

A unitary representation splits completely, since the orthogonal complement of an invariant subspace is invariant. The irreducible representation $\Gamma$ therefore occurs in the shell of degree $l$

$$n_\Gamma(l)=\frac1{24}\sum_R\chi_\Gamma(R)\chi_l(R) \tag{9}$$

times. A representation whose squared characters average to 1 is irreducible, because that average is $\sum_\Gamma n_\Gamma^2$.

## 4. The character table of $O$

With axes along the cube edges, the elements are the signed permutation matrices of determinant $+1$. Besides the identity $E$, they are eight rotations by $120^\circ$ about body diagonals ($C_3$), three half turns about coordinate axes ($C_2$), six quarter turns ($C_4$), and six half turns about axes such as $x=y$, $z=0$ ($C_2'$). These are the five classes. Conjugation by $S$ carries the rotation axis to its image under $S$, and no cube rotation carries a coordinate axis into a $C_2'$ axis.

Let $\bar R$ be $R$ with its minus signs removed. Since each entry of a product of signed permutations is a sum with at most one nonzero term, $\overline{RS}=\bar R\bar S$. This supplies the following representations:

- $A_1$ has character 1, and $A_2$ has character $\det\bar R$.
- $x^2,y^2,z^2$ are permuted by $\bar R$. Removing their invariant sum leaves $E$, with character $\mathrm{tr}\,\bar R-1$.
- $x,y,z$ give $T_1$, with character $\mathrm{tr}\,R$. Multiplication by $A_2$ gives $T_2$.

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |

The weighted sums of squares are all 24; for $T_1$, $9+0+3+6+6=24$. Products of different rows sum to zero. The rows are therefore irreducible and inequivalent. A sixth irreducible character would be orthogonal to five independent vectors in the five-dimensional space of class functions. It would vanish, which is impossible because its value at the identity is its dimension.

## 5. Reduction for $l=0$ to $6$

Put $N=2l+1$ and insert the table into (9), combining the two classes of half turns:

$$\begin{aligned}
24n_{A_1}&=N+8c_l+9s_l+6q_l,\\
24n_{A_2}&=N+8c_l-3s_l-6q_l,\\
24n_E&=2N-8c_l+6s_l,\\
24n_{T_1}&=3N-9s_l+6q_l,\\
24n_{T_2}&=3N+3s_l-6q_l.
\end{aligned} \tag{10}$$

For $l=3$, for example, $(N,c,s,q)=(7,1,-1,-1)$. The five sums are $7+8-9-6=0$, $7+8+3+6=24$, $14-8-6=0$, $21+9-6=24$ and $21-3+6=24$. All seven cases are:

| $l$ | $N,c,s,q$ | sums (10), in order | content |
|---|---|---|---|
| 0 | 1, 1, 1, 1 | 24, 0, 0, 0, 0 | $A_1$ |
| 1 | 3, 0, −1, 1 | 0, 0, 0, 24, 0 | $T_1$ |
| 2 | 5, −1, 1, −1 | 0, 0, 24, 0, 24 | $E+T_2$ |
| 3 | 7, 1, −1, −1 | 0, 24, 0, 24, 24 | $A_2+T_1+T_2$ |
| 4 | 9, 0, 1, 1 | 24, 0, 24, 24, 24 | $A_1+E+T_1+T_2$ |
| 5 | 11, −1, −1, 1 | 0, 0, 24, 48, 24 | $E+2T_1+T_2$ |
| 6 | 13, 1, 1, −1 | 24, 24, 24, 24, 48 | $A_1+A_2+E+T_1+2T_2$ |

## 6. The degrees that contain an invariant

An invariant is a copy of $A_1$. The table gives one at $l=0,4,6$ and none at $1,2,3,5$. The first line of (10) continues as

$$\begin{aligned}
l=7:&\quad 15+0-9-6=0,\\
l=8:&\quad 17-8+9+6=24,\\
l=9:&\quad 19+8-9+6=24,\\
l=10:&\quad 21+0+9-6=24,\\
l=11:&\quad 23-8-9-6=0.
\end{aligned} \tag{11}$$

The first five degrees with an invariant are thus $0,4,6,8,9$. When $l$ grows by 12, $c_l$, $s_l$ and $q_l$ repeat while $N$ grows by 24, so

$$n_{A_1}(l+12)=n_{A_1}(l)+1. \tag{12}$$

Every degree from 12 upward has an invariant, and the complete list of degrees without one is $1,2,3,5,7,11$.

The invariant of degree 4 is

$$I_4=x^4+y^4+z^4-\tfrac35r^4,\qquad r^2=x^2+y^2+z^2. \tag{13}$$

Permutations and sign changes leave it alone. It satisfies Laplace's equation because $\nabla^2(x^4+y^4+z^4)=12r^2$ and $\nabla^2r^4=20r^2$.

The invariant of degree 9 is

$$I_9=xyz\,W,\qquad W=(x^2-y^2)(y^2-z^2)(z^2-x^2). \tag{14}$$

A quarter turn exchanges two squared coordinates and reverses one coordinate. Both $xyz$ and $W$ change sign, so $I_9$ does not. Quarter turns generate $O$: they give every permutation of the axes, and their squares supply the remaining pairs of sign changes.

To verify Laplace's equation, write $u=x^2$, $v=y^2$, $w=z^2$, with subscripts for derivatives. Then $\partial_x^2W=2W_u+4uW_{uu}$, and the cross term is $2(yz)(2xW_u)=4xyzW_u$. Adding the three directions gives

$$\nabla^2I_9=xyz\left[6(W_u+W_v+W_w)+4(uW_{uu}+vW_{vv}+wW_{ww})\right]. \tag{15}$$

The first bracket vanishes because $W$ depends on differences of $u,v,w$. The second is $-2[u(v-w)+v(w-u)+w(u-v)]=0$.

Inversion multiplies a function of degree $l$ by $(-1)^l$, so it reverses $I_9$. The full cubic group $O_h$ contains inversion. Its invariants have even degree, and its list begins $0,4,6,8,10$. The entry 9 belongs to $O$.

This difference can be seen in sets of $M$ equal charges in directions $\mathbf n_i$. Define

$$S_L=\frac1{M^2}\sum_{ij}P_L(\mathbf n_i\cdot\mathbf n_j)
=\frac{4\pi}{2L+1}\sum_m\left|\frac1M\sum_iY_{Lm}(\mathbf n_i)\right|^2, \tag{16}$$

where $P_L$ is a Legendre polynomial and the second form is the addition theorem. $S_L$ vanishes when the set has no multipole of degree $L$. For an octahedron, each charge has itself, one opposite charge and four at right angles, so $S_L=[1+(-1)^L+4P_L(0)]/6$. With $P_4(0)=3/8$, $S_4=3.5/6=0.5833$, while $S_9=0$. The 24 charges generated by $O$ from the direction $(1,3,4)$ have no inversion symmetry, and for them $S_9=0.1493$. It is nonzero because $I_9$ is nonzero in that direction and has the same value at all 24 charges.

## 7. Levels in an octahedral field

Place six charges $-e$ at distance $R$ along the positive and negative axes, in directions $\mathbf d_i$, and confine an electron to a sphere of radius $r<R$. With $k=e^2/(4\pi\varepsilon_0)$, its potential energy is

$$V=\sum_i\frac{k}{|r\mathbf n-R\mathbf d_i|}
=k\sum_L\frac{r^L}{R^{L+1}}A_L(\mathbf n),\qquad A_L=\sum_iP_L(\mathbf n\cdot\mathbf d_i). \tag{17}$$

The sign is positive because like charges repel. Each $A_L$ has degree $L$ and is invariant under $O_h$, so the terms that can occur have $L=0,4,6,8,10,\dots$

A shell of degree $l$ responds to $L\le2l$. Products of two of its functions have azimuthal numbers between $-2l$ and $2l$. Their span is carried into itself by rotations, so a component of degree $L>2l$ would bring in $Y_{LL}$, whose azimuthal number is too large. A d shell therefore feels $L=0,4$, and an f shell feels $L=0,4,6$.

Work to first order in $V$, keeping only its matrix elements within one shell. This drops the coupling to other shells of the same parity that contain the same representation, such as that of the f $T_1$ functions to $l=1$ through $A_4$. Energies are measured from the kinetic energy common to the shell. In both shells each irreducible representation occurs at most once. By Schur's lemma $V$, restricted to the shell, is a number on each, so one real function $f$ from each representation gives the first-order energy:

$$\mathcal E=\frac{6k}R+a_4\frac{kr^4}{R^5}+a_6\frac{kr^6}{R^7},\qquad
a_L=\frac{\langle f^2A_L\rangle}{\langle f^2\rangle}, \tag{18}$$

where brackets denote the average over the unit sphere. Write $\Sigma_p=x^p+y^p+z^p$. From $P_4(t)=(35t^4-30t^2+3)/8$ and $P_6(t)=(231t^6-315t^4+105t^2-5)/16$, with $\Sigma_2=1$,

$$A_4=\frac{35\Sigma_4-21}4,\qquad A_6=\frac{231\Sigma_6-315\Sigma_4+90}8. \tag{19}$$

The averages of monomials are

$$\langle x^{2\alpha}y^{2\beta}z^{2\gamma}\rangle=\frac{(2\alpha-1)!!(2\beta-1)!!(2\gamma-1)!!}{(2\alpha+2\beta+2\gamma+1)!!}. \tag{20}$$

To see this, average the monomial over three independent Gaussian variables of unit variance. The result is the numerator. It is also the sphere average times the mean of $r^{2\sigma}$, $\sigma=\alpha+\beta+\gamma$. That mean is $\int r^{2\sigma+2}e^{-r^2/2}dr\big/\int r^2e^{-r^2/2}dr=(2\sigma+1)!!$.

**d shell.** A quarter turn about $z$ sends $xy$ to $-xy$ and exchanges $yz$ and $zx$ up to sign. The trace is $-1$, so these three functions form $T_2$. For $f=xy$,

$$\frac{\langle f^2\Sigma_4\rangle}{\langle f^2\rangle}=\frac{(15+15+3)/945}{1/15}=\frac{11}{21},\qquad
a_4=\frac14\left(\frac{55}3-21\right)=-\frac23. \tag{21}$$

The sum of $f^2$ over an orthonormal basis of a shell is unchanged by rotations and hence constant, while $\langle A_4\rangle=\langle A_6\rangle=0$. The coefficients, weighted by degeneracy, therefore sum to zero. Thus $2a_4(E)+3(-2/3)=0$, so $a_4(E)=1$, and

$$\mathcal E(E)-\mathcal E(T_2)=\frac53\frac{kr^4}{R^5}. \tag{22}$$

The $E$ functions, such as $x^2-y^2$, point towards the charges and lie higher.

**f shell.** The function $xyz$ changes sign under a quarter turn and forms $A_2$. The function $z(x^2-y^2)$ and its cyclic partners have trace $-1$ under a quarter turn about $z$, so they form $T_2$. Equation (20) gives

$$\begin{aligned}
A_2:&\quad \langle f^2\rangle=\tfrac1{105},\quad
\frac{\langle f^2\Sigma_4\rangle}{\langle f^2\rangle}=\frac{105\cdot45}{10395}=\frac5{11},\quad
\frac{\langle f^2\Sigma_6\rangle}{\langle f^2\rangle}=\frac{105\cdot315}{135135}=\frac{35}{143},\\
T_2:&\quad \langle f^2\rangle=\tfrac4{105},\quad
\frac{\langle f^2\Sigma_4\rangle}{\langle f^2\rangle}=\frac{105\cdot228}{4\cdot10395}=\frac{19}{33},\quad
\frac{\langle f^2\Sigma_6\rangle}{\langle f^2\rangle}=\frac{105\cdot1980}{4\cdot135135}=\frac{55}{143}.
\end{aligned} \tag{23}$$

For $T_2$, the number 228 is $2(105+9+45)-2\cdot45$, and 1980 is $2(945+45+315)-2\cdot315$. Inserting (23) in (19) gives $(a_4,a_6)=(-14/11,\,60/143)$ for $A_2$ and $(-7/33,\,-45/143)$ for $T_2$. The zero weighted sum then gives $(7/11,\,25/143)$ for $T_1$.

**Numbers.** Take the round model values $r=1$ Å and $R=2$ Å. With $k=14.3996$ eV Å, the common shift is $6k/R=43.1989$ eV, and

$$\frac{kr^4}{R^5}=\frac{14.3996}{32}=0.4500\ \text{eV},\qquad
\frac{kr^6}{R^7}=\frac{14.3996}{128}=0.1125\ \text{eV}.$$

Relative to the common shift, the d levels are $+0.4500$ eV ($E$) and $-\frac23(0.4500)=-0.3000$ eV ($T_2$). Their splitting is 0.7500 eV, or 6049 cm⁻¹. The f levels are

$$\begin{aligned}
A_2:&\quad -0.5727+0.0472=-0.5255\ \text{eV},\\
T_2:&\quad -0.0955-0.0354=-0.1309\ \text{eV},\\
T_1:&\quad +0.28636+0.01967=+0.3060\ \text{eV}.
\end{aligned}$$

The numerical check diagonalizes the Coulomb energy in (17) within each shell, without expanding it, and finds the same levels and representations.

The possible degeneracies, 2 and 3 for d and 1, 3 and 3 for f, follow from symmetry for one electron without spin. Spin–orbit coupling changes them, and in 4f ions it is commonly larger than the crystal field. The energies belong to this point-charge model, taken to first order without mixing between shells. For a free electron on the 1 Å sphere, restoring the mixing moves the levels by up to 0.007 eV and lowers the d splitting from 0.7500 to 0.7454 eV (6012 cm⁻¹), so the last digits above hold for the first-order calculation alone. The model also leaves out the extent of the ligands, their overlap with the electron, and covalent bonding. For an electron spread in radius, $r^4$ and $r^6$ become mean values, provided its density lies inside $R$; otherwise the expansion (17) does not hold over the whole density.

## Values computed for the example and the checks

```
character, l=3, 100 deg, tilted axis (no unit):
  quadrature -0.226682, formula -0.226682
classes of O: E 8C3 3C2 6C4 6C2'
  A1: 1 1 1 1 1
  A2: 1 1 1 -1 -1
  E: 2 -1 2 0 0
  T1: 3 0 -1 1 -1
  T2: 3 0 -1 -1 1
l: characters in the same class order; reduction
  0: 1 1 1 1 1 ; A1
  1: 3 0 -1 1 -1 ; T1
  2: 5 -1 1 -1 1 ; E+T2
  3: 7 1 -1 -1 -1 ; A2+T1+T2
  4: 9 0 1 1 1 ; A1+E+T1+T2
  5: 11 -1 -1 1 -1 ; E+2T1+T2
  6: 13 1 1 -1 1 ; A1+A2+E+T1+2T2
l: A1 class sum / number of invariants
  0: 24/1, 1: 0/0, 2: 0/0, 3: 0/0, 4: 24/1, 5: 0/0, 6: 24/1
  7: 0/0, 8: 24/1, 9: 24/1, 10: 24/1, 11: 0/0, 12: 48/2, 13: 24/1
degrees with invariants up to 13: 0 4 6 8 9 10 12 13
L: strength S_L, octahedron / chiral 24 charges (no unit)
  0: 1.0000 / 1.0000
  1: 0.0000 / 0.0000
  2: 0.0000 / 0.0000
  3: 0.0000 / 0.0000
  4: 0.5833 / 0.0365
  5: 0.0000 / 0.0000
  6: 0.1250 / 0.0576
  7: 0.0000 / 0.0000
  8: 0.5156 / 0.0096
  9: 0.0000 / 0.1493
  10: 0.1693 / 0.0196
  11: 0.0000 / 0.0000
r = 1.0 angstrom, R = 2.0 angstrom
k = 14.3996 eV angstrom
common shift 6k/R = 43.1989 eV
k r^4/R^5 = 0.4500 eV, k r^6/R^7 = 0.1125 eV
levels relative to the common shift:
  d E (x2): a4 = 1, a6 = 0, +0.4500 eV
  d T2 (x3): a4 = -2/3, a6 = 0, -0.3000 eV
  f A2 (x1): a4 = -14/11, a6 = 60/143, -0.5255 eV
  f T1 (x3): a4 = 7/11, a6 = 25/143, +0.3060 eV
  f T2 (x3): a4 = -7/33, a6 = -45/143, -0.1309 eV
d splitting E - T2 = 0.7500 eV = 6049 cm^-1
```
